# How shell-borne repulsion lowers the Szigeti charge of a diatomic crystal

## What the nominal charge gets wrong

Suppose the static permittivity of an ionic gate dielectric is estimated from its transverse optical (TO) frequency, its electronic permittivity and the nominal charge of its ions. In the worked example below, with the first two quantities held fixed, this gives \(\varepsilon_s=29.5\), whereas the model crystal has \(\varepsilon_s=13.6\). The equivalent oxide thickness is then too small by more than a factor of two.

The ionic part of the permittivity contains the square of the Szigeti charge \(e_S\), the dipole per unit relative displacement of the ions at zero local field. When the anion is polarisable and the short-range repulsion acts on its negative shell, \(e_S\) lies below the nominal charge.

## Model and conventions

The crystal is cubic, with one cation and one anion in the volume \(v\), both at sites of cubic symmetry. The cation is rigid and has charge \(+Ze\), with \(Z>0\). The anion has a core of charge \(Xe\) and a massless shell of charge \(Ye\), where

\[
X+Y=-Z,\qquad Y<0 .
\]

A spring \(k>0\) joins core and shell and includes their mutual Coulomb force. Let \(u_+\) and \(u_-\) be the displacements of the cation and the anion core along one cubic axis, \(u=u_+-u_-\), and \(w\) the shell displacement relative to its core. The motion is harmonic and uniform from cell to cell. The short-range force joins the cation to the anion shell, with total constant \(R\).

For six nearest neighbours at distance \(r_0\) with pair energy \(\varphi(r)\), a bond at angle \(\theta\) to the displacement contributes \(\varphi''\cos^2\theta+(\varphi'/r_0)\sin^2\theta\). Two bonds are parallel to the displacement and four are perpendicular, so

\[
R=2\varphi''+\frac{4\varphi'}{r_0}.
\]

A repulsive energy has \(\varphi'<0\), and the second term is negative. Repulsion alone therefore does not ensure \(R>0\). For the Born–Mayer form \(\varphi\propto e^{-r/\rho}\), \(\varphi''=|\varphi'|/\rho\) and

\[
R=2|\varphi'|\left(\frac1\rho-\frac2{r_0}\right),
\]

which is positive when \(r_0/\rho>2\). This is assumed from here on.

The bond force follows from static equilibrium. With Madelung constant \(M\), the energy per ion pair is \(-MZ^2e^2/(4\pi\varepsilon_0r)+6\varphi(r)\). Setting its derivative at \(r_0\) to zero gives

\[
|\varphi'|=\frac{MZ^2e^2}{24\pi\varepsilon_0r_0^2},
\qquad
R=\frac{MZ^2e^2}{12\pi\varepsilon_0r_0^3}\left(\frac{r_0}{\rho}-2\right).
\]

## The shell follows the cation

Let \(E_{\rm loc}\) be the field at an ion due to everything outside it. The shell has no mass, so the forces on it balance:

\[
R(u-w)-kw+YeE_{\rm loc}=0
\quad\Rightarrow\quad
w=\frac{Ru+YeE_{\rm loc}}{k+R}.
\]

At zero local field \(w=Ru/(k+R)\): the shell is dragged in the direction in which the cation moves.

The dipole per cell is

\[
p=Zeu_++Xeu_-+Ye(u_-+w)=Zeu+Yew,
\]

because \(X+Y=-Z\). Inserting \(w\),

\[
p=e_Su+\alpha E_{\rm loc},
\qquad
\alpha=\frac{Y^2e^2}{k+R},
\]

\[
\boxed{e_S=e\left(Z+\frac{YR}{k+R}\right)
=e\left(Z-\frac{|Y|R}{k+R}\right)<Ze.}
\]

The dragged negative charge forms a dipole opposite to that of the moving ions. Write \(\delta=|Y|R/(k+R)\) for the reduction in units of \(e\). It vanishes for a rigid anion, \(k\to\infty\), and for \(R\to0\). It can also be written \(\delta=\alpha R/(e^2|Y|)\), so the polarisability alone does not fix it.

## Why optical data yield this charge

The same coefficient must appear in the force. The cation and the anion core obey

\[
m_+\ddot u_+=-R(u-w)+ZeE_{\rm loc},\qquad
m_-\ddot u_-=kw+XeE_{\rm loc}.
\]

The shell equation gives \(kw=R(u-w)+YeE_{\rm loc}\), which turns the second into \(m_-\ddot u_-=R(u-w)-ZeE_{\rm loc}\). Dividing each equation by its mass and subtracting, with \(1/\mu=1/m_++1/m_-\),

\[
\mu\ddot u=-R(u-w)+ZeE_{\rm loc}.
\]

From the solution for \(w\), \(u-w=(ku-YeE_{\rm loc})/(k+R)\). Hence

\[
\mu\ddot u=-R'u+e_SE_{\rm loc},\qquad R'=\frac{Rk}{k+R}.
\]

For point dipoles at cubic sites the Lorentz relation is \(E_{\rm loc}=E+p/(3\varepsilon_0v)\), where \(E\) is the macroscopic field. With \(x=\alpha/(3\varepsilon_0v)\), inserting \(p\) gives

\[
E_{\rm loc}=\frac{1}{1-x}\left(E+\frac{e_Su}{3\varepsilon_0v}\right).
\]

With the nuclei held at \(u=0\), \(p=\alpha E/(1-x)\), so

\[
\varepsilon_\infty=1+\frac{p}{\varepsilon_0vE}=\frac{1+2x}{1-x},
\qquad
\frac1{1-x}=\frac{\varepsilon_\infty+2}{3}.
\]

Now insert \(E_{\rm loc}\) in the force and in the dipole. In the dipole the factor of \(u\) is \(e_S[1+x/(1-x)]=e_S/(1-x)\). The results are

\[
\mu\ddot u=-\mu\omega_{\rm TO}^2u+Z^*eE,\qquad
p=Z^*eu+\varepsilon_0v(\varepsilon_\infty-1)E,
\]

\[
Z^*e=\frac{\varepsilon_\infty+2}{3}e_S,\qquad
\mu\omega_{\rm TO}^2=R'-\frac{(\varepsilon_\infty+2)e_S^2}{9\varepsilon_0v}.
\]

The long-wave TO mode has \(E=0\) when retardation is neglected, which identifies \(\omega_{\rm TO}\). The Born charge \(Z^*\) is the dipole per displacement at zero macroscopic field, in units of \(e\).

In a static field \(u=Z^*eE/(\mu\omega_{\rm TO}^2)\), and therefore

\[
\varepsilon_s-\varepsilon_\infty
=\frac{(Z^*e)^2}{\varepsilon_0v\mu\omega_{\rm TO}^2}
=\frac{(\varepsilon_\infty+2)^2e_S^2}{9\varepsilon_0v\mu\omega_{\rm TO}^2}.
\]

This is the Szigeti relation. The charge it extracts from two permittivities and a frequency is, up to sign, the boxed coefficient.

## The sign that the data do not show

The relation contains \(e_S^2\). The signed charge is below \(Ze\), but its magnitude is below \(Ze\) only if \(\delta<2Z\). Electronic stability helps here: the shells must not displace spontaneously, which requires \(x<1\), or \(Y^2/(k+R)<3\varepsilon_0v/e^2\). Then

\[
\delta^2=\frac{Y^2}{k+R}\,\frac{R^2}{k+R}
<\frac{3\varepsilon_0v}{e^2}\,R,
\]

since \(R/(k+R)<1\). For rock salt \(v=2r_0^3\), and the equilibrium expression for \(R\) gives

\[
\delta<Z\sqrt{\frac{M}{2\pi}\left(\frac{r_0}{\rho}-2\right)}.
\]

The right side is below \(2Z\) if \(r_0/\rho<2+8\pi/M=16.4\). Within this model \(|e_S|<Ze\) then follows. The bound does not exclude a negative \(e_S\); that is settled by evaluating \(\delta\).

## Where the repulsion must act

Let a part \(R_s\) of the short-range constant act on the shell and a part \(R_c\) on the anion core. At zero local field the shell balance is \(R_s(u-w)=kw\). The part \(R_c\) does not enter it, and

\[
e_S=e\left(Z+\frac{YR_s}{k+R_s}\right).
\]

With all the repulsion on the core, \(e_S=Ze\), although the anion is still polarisable. A positive shell would raise the charge. For \(Z=2\), \(R=1104\) eV/nm², \(k=8000\) eV/nm² and \(|Y|=1\), the formula gives:

- negative shell, all repulsion on it: \(1.879\,e\);
- negative shell, half the repulsion on it: \(1.935\,e\);
- negative shell, all repulsion on the core: \(2.000\,e\);
- positive shell, all repulsion on it: \(2.121\,e\).

## Worked example

The inputs are round model values for a rock-salt crystal: \(Z=2\), lattice constant 0.50 nm, \(r_0=0.25\) nm, \(\rho=0.035\) nm, \(Y=-3.5\), \(k=4000\) eV/nm², and masses of 40 and 16 u. Then \(v=0.03125\) nm³, \(\mu=11.43\) u and \(e^2/(\varepsilon_0v)=579.0\) eV/nm². With \(M=1.7476\) the force per bond is 26.84 eV/nm, and

\[
R=2(26.84)\left(\frac1{0.035}-\frac2{0.25}\right)=1104\ \text{eV/nm}^2.
\]

The shell follows the cation by the fraction \(1104/5104=0.216\), so

\[
\delta=3.5\times0.2164=0.757,\qquad e_S=(2-0.757)e=1.243\,e,
\]

or 62% of the nominal charge. The stability bound is \(\delta<2.39\); the actual reduction is well inside it, and \(e_S\) is positive.

The electronic response follows from

\[
x=\frac{3.5^2\times579.0}{3\times5104}=0.463,\qquad
\varepsilon_\infty=\frac{1+0.926}{1-0.463}=3.59.
\]

The Born charge is \(Z^*=1.243\times5.589/3=2.32\), above the nominal value of 2. A lowered Szigeti charge thus does not imply a lowered Born charge: the electronic polarisation driven by the local field enters \(Z^*\) but not \(e_S\).

The relaxed short-range constant is \(R'=865.4\) eV/nm², and the Coulomb term subtracts 555.3 eV/nm². This leaves

\[
\mu\omega_{\rm TO}^2=310.1\ \text{eV/nm}^2,\qquad
\frac{\omega_{\rm TO}}{2\pi c}=272\ \text{cm}^{-1},
\]

\[
\varepsilon_s-\varepsilon_\infty=\frac{579.0\times2.315^2}{310.1}=10.0,\qquad
\varepsilon_s=13.6 .
\]

Replacing \(e_S\) by \(2e\) at the same \(\omega_{\rm TO}\) and \(\varepsilon_\infty\) multiplies the ionic part by \((2/1.243)^2\) and gives the value 29.5 quoted at the start.

Moving the repulsion to the core, with all inputs unchanged, has a stronger effect. Then \(e_S=2e\), \(R'=R\) and \(\alpha=Y^2e^2/k\), and \(\mu\omega_{\rm TO}^2\) becomes \(-784\) eV/nm². The lattice is unstable, so that variant has no static permittivity to compare.

### The film under bias

Treat a 5 nm film as bulk crystal throughout. This ignores the different response of its surface planes, which can change the permittivity of so thin a film noticeably. At 1 MV/cm (0.1 V/nm) the film carries 0.50 V. The ions move by \(u=2.315\times0.1/310.1\) nm \(=0.746\) pm, and the polarisation \(\varepsilon_0(\varepsilon_s-1)E\) is 1.12 µC/cm². Taking 3.9 for SiO₂, the equivalent oxide thickness is \(5\times3.9/13.6=1.43\) nm.

The shell displacement is \(w=-0.195\) pm, opposite to the cation. The drag contributes \(+0.2164\times0.746=+0.16\) pm. The local field, \((\varepsilon_s+2)E/3=0.52\) V/nm, pushes the negative shell back by \(3.5\times0.52/5104\) nm, or 0.36 pm. The drag that lowers \(e_S\) is still present, but it is not the whole shell motion in a biased film.

## Obtaining the parameters from data

Given \(v\), \(\mu\), \(Z\), \(\varepsilon_s\), \(\varepsilon_\infty\) and \(\omega_{\rm TO}\), the Szigeti relation yields

\[
|e_S|=\frac{3}{\varepsilon_\infty+2}
\sqrt{\varepsilon_0v\mu\omega_{\rm TO}^2(\varepsilon_s-\varepsilon_\infty)}.
\]

If a calculation supplies the Born charge instead, use \(e_S=3Z^*e/(\varepsilon_\infty+2)\), which also keeps the sign. The model parameters can then be recovered. Set \(\delta=Z-e_S/e\), and find \(\alpha\) from \(\varepsilon_\infty\) and \(R'\) from \(\omega_{\rm TO}\). Since \(R-R'=R^2/(k+R)\) and \(e^2\delta^2/\alpha=R^2/(k+R)\),

\[
R=R'+\frac{e^2\delta^2}{\alpha},\qquad
|Y|=\frac{\alpha R}{e^2\delta},\qquad
k=\frac{Y^2e^2}{\alpha}-R .
\]

This inversion needs \(\delta>0\) and assigns the whole reduction to the anion shell. Any other cause is absorbed into \(R\), \(Y\) and \(k\), since all three are computed from \(\delta\). The bulk modulus tests the result. For rock salt in this model the second derivative of the energy per pair at \(r_0\) is \(3R\), so \(B=R/(6r_0)\), which is 118 GPa for the example. With approximate data for MgO (lattice constant 0.421 nm, 401 cm⁻¹, \(\varepsilon_s\approx9.8\), \(\varepsilon_\infty\approx2.95\)) the inversion gives \(R\approx1860\) eV/nm² and \(B\approx240\) GPa, against a measured value near 160 GPa. For real oxides the recovered parameters are therefore effective optical constants, not the true repulsion.

## Real dielectrics and neglected effects

The example lies in the rough regime of the rock-salt oxides MgO, CaO and SrO, whose static permittivities are of order 10 and electronic ones about 3. Its inputs were chosen for that regime, so the agreement is not a prediction. Real cations are polarisable, which breaks the rigid-cation assumption. Give the cation a shell of charge \(Y_1e\) on a spring \(k_1\), and let the repulsion join the two shells. At zero local field the bond force is \(f=\tilde Ru\), with \(\tilde R=R/(1+R/k+R/k_1)\). It displaces the anion shell by \(f/k\) and the cation shell by \(-f/k_1\), so

\[
e_S=e\left[Z+\left(\frac Yk-\frac{Y_1}{k_1}\right)\tilde R\right].
\]

A negative cation shell offsets part of the reduction as long as \(|Y_1|/k_1<|Y|/k\). For \(Y_1=-2\) and \(k_1=28\,800\) eV/nm², a free-cation polarisability volume of 0.0002 nm³, \(e_S\) rises by 6% to \(1.32\,e\). With the other inputs held fixed, the response of the two-shell lattice gives \(\varepsilon_\infty=4.16\) and \(\varepsilon_s=33\). The permittivity changes far more than the charge, mainly because \(\mu\omega_{\rm TO}^2\) is a difference of two large terms and falls by half; the larger Born charge adds to the effect. Parameters must therefore be refitted whenever a shell is added.

The other estimates for this example are smaller:

- **Thermal motion.** An Einstein oscillator at \(\omega_{\rm TO}\) has an rms displacement of 0.0097 nm per axis at 300 K. Averaging the bond curvature over that Gaussian by quadrature, at fixed lattice constant, raises \(R\) to 1131 eV/nm² and lowers \(e_S\) by about 1%, to \(1.23\,e\). Inserted in the formulas above with \(Y\) and \(k\) unchanged, this \(R\) raises \(\mu\omega_{\rm TO}^2\) to about 341 eV/nm² and lowers \(\varepsilon_s\) by about 9%, to 12.4. This is not the full temperature dependence: thermal expansion, left out here, weakens the repulsion and acts in the opposite direction.
- **Field nonlinearity.** Minimising the full point-charge and Born–Mayer energy in a field, with the cell shape fixed, lowers the ratio \(1+P/(\varepsilon_0E)\) by 0.04% at 1 MV/cm and by 0.6% at 4 MV/cm, a rough breakdown field, for a field along a cube axis. Both are relative to the low-field value. The differential permittivity \(1+\varepsilon_0^{-1}dP/dE\), which sets the small-signal capacitance, falls three times as much, by 0.12% and 1.9%. For a field along [111] the changes are about ten times smaller.
- **Tunnelling.** For a 2 eV barrier tilted by the field and a mass of \(0.4\,m_e\), the WKB transmission through 5 nm is about \(2.5\times10^{-19}\). Leakage through defects is not included.

Charge transfer between the ions during their motion also changes the dipole, and this model cannot size it. An interfacial SiO₂ layer adds its own thickness to the equivalent oxide thickness. Where some ions sit at sites of lower than cubic symmetry, as the oxygen ions do even in cubic perovskites, the scalar Lorentz factor fails, and the Born-charge and permittivity tensors should be used directly.
